# The optimal Kerker wave vector for jellium at r_s = 4: verification in Python

```python
"""Optimal Kerker wave vector for jellium in a cubic periodic cell.

Result under test: with lambda(q) = K(q) eps(q), K = q^2/(q^2 + q0^2) and
eps = 1 + kTF^2 F(q/2kF)/q^2 (Lindhard response, Hartree kernel), the ratio
sup(lambda)/inf(lambda) over all nonzero reciprocal vectors is smallest at
    q0^2 = kTF^2 F(q1/2kF),   q1 = 2 pi / L.
Symbols: rs density parameter, kF Fermi wave vector, kTF Thomas-Fermi wave
vector, F Lindhard function, L cell side, qm radius of a finite sphere of
reciprocal vectors. Hartree atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

pi = np.pi
rs, L = 4.0, 60.0
density = 3 / (4 * pi * rs**3)
kF = (3 * pi**2 * density) ** (1 / 3)
kTF2 = 4 * kF / pi
kTF = np.sqrt(kTF2)
q1 = 2 * pi / L
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10


def log_term(x):
    return np.log(np.abs((1 + x) / (1 - x)))


def F(x):
    return 0.5 + (1 - x**2) / (4 * x) * log_term(x)


def eps(q):
    return 1 + kTF2 * F(q / (2 * kF)) / q**2


def lam(q, q0):
    return q**2 / (q**2 + q0**2) * eps(q)


def chi0_from_definition(q):
    """2 * integral d3k/(2 pi)^3 (f_k - f_{k+q})/(e_k - e_{k+q}).

    The plane perpendicular to q is integrated exactly (disc areas);
    p is the component of k + q/2 along q, and the integrand is even in p.
    """
    def disc(k):
        return pi * max(kF**2 - k**2, 0.0)

    def integrand(p):
        return (disc(p - q / 2) - disc(p + q / 2)) / (-q * p)

    split, end = abs(kF - q / 2), kF + q / 2
    total = quad(integrand, 0, split)[0] + quad(integrand, split, end)[0]
    return 2 * 2 * total / (2 * pi) ** 3


def shells(nmax):
    """All distinct nonzero |n|^2 <= nmax^2 for integer vectors n."""
    squares = np.arange(nmax + 1) ** 2
    two = np.unique(np.add.outer(squares, squares))
    present = np.zeros(nmax**2 + 1, dtype=bool)
    for c in squares:
        t = two + c
        present[t[t <= nmax**2]] = True
    present[0] = False
    return np.flatnonzero(present)


def cond_sphere(q, q0):
    v = lam(q, q0)
    return v.max() / v.min()


def cond_all(q, q0):
    """Infinite set: explicit shells plus the limit lambda -> 1.

    Outside the sphere lambda > q^2/(q^2+q0^2), so the infimum is found
    inside whenever the assertion holds.
    """
    v = lam(q, q0)
    assert v.min() < q[-1] ** 2 / (q[-1] ** 2 + q0**2)
    return max(v.max(), 1.0) / v.min()


def minimize_kappa(function, q):
    r = minimize_scalar(lambda t: function(q, t), bounds=(0.3, 1.5),
                        method="bounded", options={"xatol": 1e-10})
    return r.x, r.fun


# Lindhard function against its defining integral, below and above 2 kF
for q in (q1, 0.5, 0.9, 1.1, 2.5):
    eps_def = 1 - 4 * pi / q**2 * chi0_from_definition(q)
    assert abs(eps_def / eps(q) - 1) < 1e-8

# derivative of F and its sign
for x in (0.1, 0.5, 0.9, 1.2, 3.0):
    h = 1e-5
    slope = (F(x + h) - F(x - h)) / (2 * h)
    formula = (2 * x - (1 + x**2) * log_term(x)) / (4 * x**2)
    assert abs(slope - formula) < 1e-6 and slope < 0

n_small, n_mid, n_big = shells(60), shells(120), shells(240)
q_small, q_mid, q_big = (q1 * np.sqrt(n) for n in (n_small, n_mid, n_big))

# infinite set: numerical minimum against the closed form
F1 = F(q1 / (2 * kF))
q0_opt = np.sqrt(kTF2 * F1)
q0_num, kappa_num = minimize_kappa(cond_all, q_big)
values = lam(q_big, q0_opt)
i_star = values.argmin()
q_star, lam_min = q_big[i_star], values[i_star]
F_star = F(q_star / (2 * kF))
kappa_opt = (q_star**2 + q0_opt**2) / (q_star**2 + kTF2 * F_star)
search_radius = q0_opt * np.sqrt(lam_min / (1 - lam_min))
assert abs(q0_num - q0_opt) < 1e-6
assert abs(kappa_num - kappa_opt) < 1e-5
assert q0_opt < kTF and q_star < search_radius < q_big[-1]

# a single valley: kappa falls, then rises, over a wide range of q0
scan = np.linspace(0.2, 4.0, 381)
change = np.diff([cond_all(q_big, t) for t in scan])
assert np.all(change[scan[1:] < q0_opt] < 0)
assert np.all(change[scan[:-1] > q0_opt] > 0)

# one-sided slopes of ln kappa at the kink
h = 1e-6
log_k = [np.log(cond_all(q_big, q0_opt + d)) for d in (-h, 0.0, h)]
left_num, right_num = (log_k[1] - log_k[0]) / h, (log_k[2] - log_k[1]) / h
right = 2 * q0_opt / (q_star**2 + q0_opt**2)
left = right - 2 * q0_opt / (q1**2 + q0_opt**2)
assert abs(left - left_num) < 1e-4 and abs(right - right_num) < 1e-4

# finite spheres: numerical minimum against the equal-ends formula
finite = []
for q in (q_small, q_mid, q_big):
    qm = q[-1]
    Fm = F(qm / (2 * kF))
    s = kTF2 * (F1 * qm**2 - Fm * q1**2)
    s /= qm**2 - q1**2 - kTF2 * (F1 - Fm)
    q0_cut = np.sqrt(s)
    found, kappa_cut = minimize_kappa(cond_sphere, q)
    assert abs(found - q0_cut) < 1e-6
    v = lam(q, q0_cut)
    assert abs(v[0] - v[-1]) < 1e-12 and v[1:-1].max() < v[0]
    finite.append((qm, q0_cut, found, kappa_cut))
shift = (finite[2][1] / q0_opt) ** 2 - 1
assert abs(shift - (q1**2 + q0_opt**2) / finite[2][0] ** 2) < 5e-6
extrapolated = (4 * finite[2][2] - finite[1][2]) / 3
assert abs(extrapolated - q0_opt) < 2e-5
assert finite[0][1] > kTF

# dependence on the cell size
cells, series_error = [], []
for side in (30.0, 60.0, 120.0):
    first = 2 * pi / side
    found, kappa = minimize_kappa(cond_all, first * np.sqrt(n_big))
    exact = kTF2 * F(first / (2 * kF))
    assert abs(found - np.sqrt(exact)) < 1e-6
    series_error.append(exact - (kTF2 - first**2 / (3 * pi * kF)))
    cells.append((side, found, kappa, eps(first)))
assert abs(series_error[1] / series_error[2] - 16) < 0.5
assert abs(cells[2][3] / cells[1][3] - 4) < 0.2
assert abs(cells[2][2] - cells[0][2]) < 0.02


def count_steps(q, preconditioner, alpha, target=1e-6):
    """Linearised SCF: exact density change is 1 on every shell."""
    e = eps(q)
    external = e.copy()
    n, steps = np.zeros_like(q), 0
    while np.abs(n - 1).max() > target:
        n_out = external + (1 - e) * n
        n = n + alpha * preconditioner * (n_out - n)
        steps += 1
        assert steps < 5000
    return steps


# best damping and iteration counts
alpha_K = 2 / (1 + lam_min)
best = minimize_scalar(
    lambda a: np.abs(1 - a * lam(q_small, q0_opt)).max(),
    bounds=(0.5, 1.8), method="bounded", options={"xatol": 1e-10})
rate_K = (kappa_opt - 1) / (kappa_opt + 1)
assert abs(best.x - alpha_K) < 1e-6 and abs(best.fun - rate_K) < 1e-6
kappa_plain = eps(q1)
alpha_plain = 2 / (1 + kappa_plain)
rate_plain = (kappa_plain - 1) / (kappa_plain + 1)
kerker = q_small**2 / (q_small**2 + q0_opt**2)
steps_K = count_steps(q_small, kerker, alpha_K)
steps_plain = count_steps(q_small, np.ones_like(q_small), alpha_plain)
for steps, rate in ((steps_K, rate_K), (steps_plain, rate_plain)):
    # a step count is an integer, hence the tolerance of one step
    assert abs(steps - np.log(1e-6) / np.log(rate)) < 1.01

print(f"r_s = {rs:.1f} bohr, L = {L:.1f} bohr")
print(f"k_F = {kF:.6f} bohr^-1")
print(f"k_TF^2 = {kTF2:.6f} bohr^-2, k_TF = {kTF:.6f} bohr^-1")
print(f"q1 = {q1:.6f} bohr^-1, q1/(2 k_F) = {q1 / (2 * kF):.6f}")
print(f"F(q1/2k_F) = {F1:.6f}")
print(f"optimal q0^2, all vectors = {q0_opt**2:.6f} bohr^-2")
print(f"optimal q0, closed form = {q0_opt:.6f} bohr^-1")
print(f"optimal q0, numerical search = {q0_num:.6f} bohr^-1")
print(f"optimal q0 = {q0_opt / bohr_in_angstrom:.4f} angstrom^-1")
print(f"q0/k_TF = {q0_opt / kTF:.5f}")
print(f"lowest shell: |n|^2 = {n_big[i_star]}, q* = {q_star:.5f} bohr^-1")
print(f"q*/(2 k_F) = {q_star / (2 * kF):.5f}, F there = {F_star:.5f}")
print(f"lambda(q*) = {lam_min:.5f}")
print(f"radius that must contain q* = {search_radius:.4f} bohr^-1")
print(f"minimal condition number = {kappa_opt:.5f}")
print(f"slope of ln kappa, left = {left:.4f} bohr")
print(f"slope of ln kappa, right = {right:.4f} bohr")
print(f"kappa at q0 = k_TF: {cond_all(q_big, kTF):.5f}")
for t in (0.2, 0.4, 0.6, 1.0, 1.6):
    print(f"kappa at q0 = {t:.1f} bohr^-1: {cond_all(q_big, t):.4f}")
for qm, q0_cut, found, kappa_cut in finite:
    print(f"sphere qm = {qm:.4f} bohr^-1: q0 = {q0_cut:.6f} bohr^-1, "
          f"kappa = {kappa_cut:.5f}")
for side, found, kappa, plain in cells:
    print(f"L = {side:.0f} bohr: q0 = {found:.5f} bohr^-1, "
          f"kappa = {kappa:.4f}, without Kerker {plain:.2f}")
print(f"Kerker: alpha = {alpha_K:.4f}, error factor = {rate_K:.4f}")
print(f"plain: alpha = {alpha_plain:.5f}, error factor = {rate_plain:.5f}")
print(f"steps for error 1e-6: Kerker {steps_K}, plain {steps_plain}")
print("all good")
```

Running it gives:

```
r_s = 4.0 bohr, L = 60.0 bohr
k_F = 0.479790 bohr^-1
k_TF^2 = 0.610887 bohr^-2, k_TF = 0.781593 bohr^-1
q1 = 0.104720 bohr^-1, q1/(2 k_F) = 0.109131
F(q1/2k_F) = 0.996021
optimal q0^2, all vectors = 0.608456 bohr^-2
optimal q0, closed form = 0.780036 bohr^-1
optimal q0, numerical search = 0.780036 bohr^-1
optimal q0 = 1.4741 angstrom^-1
q0/k_TF = 0.99801
lowest shell: |n|^2 = 108, q* = 1.08828 bohr^-1
q*/(2 k_F) = 1.13412, F there = 0.32541
lambda(q*) = 0.77149
radius that must contain q* = 1.4333 bohr^-1
minimal condition number = 1.29619
slope of ln kappa, left = -1.6484 bohr
slope of ln kappa, right = 0.8702 bohr
kappa at q0 = k_TF: 1.29794
kappa at q0 = 0.2 bohr^-1: 12.1790
kappa at q0 = 0.4 bohr^-1: 3.7340
kappa at q0 = 0.6 bohr^-1: 1.8861
kappa at q0 = 1.0 bohr^-1: 1.6321
kappa at q0 = 1.6 bohr^-1: 4.1506
sphere qm = 6.2832 bohr^-1: q0 = 0.786179 bohr^-1, kappa = 1.28321
sphere qm = 12.5664 bohr^-1: q0 = 0.781567 bohr^-1, kappa = 1.29292
sphere qm = 25.1327 bohr^-1: q0 = 0.780419 bohr^-1, kappa = 1.29537
L = 30 bohr: q0 = 0.77530 bohr^-1, kappa = 1.2909, without Kerker 14.70
L = 60 bohr: q0 = 0.78004 bohr^-1, kappa = 1.2962, without Kerker 56.48
L = 120 bohr: q0 = 0.78120 bohr^-1, kappa = 1.2975, without Kerker 223.60
Kerker: alpha = 1.1290, error factor = 0.1290
plain: alpha = 0.03479, error factor = 0.96521
steps for error 1e-6: Kerker 7, plain 391
all good
```
